# Why Ceria Expands on Reduction: Cerium Size Against Oxygen Vacancies

## What symmetry and dimensions allow

Ceria, CeO\(_2\), has the cubic fluorite structure. Reduction to CeO\(_{2-\delta}\) removes \(\delta\) oxygen ions per formula unit. If the defects are dilute and take all equivalent orientations equally often, their average strain has cubic symmetry. A symmetric strain tensor with cubic symmetry is a multiple of the unit tensor, so one number describes it: the linear strain \(\varepsilon=(a-a_0)/a_0\), where \(a_0\) and \(a\) are the lattice parameters before and after reduction. To leading order in concentration, \(\varepsilon=\alpha\delta\).

Suppose that the ions matter through effective radii: \(r_4\) for Ce\(^{4+}\), \(r_3\) for Ce\(^{3+}\), \(r_O\) for O\(^{2-}\) and \(r_V\) for the vacancy. The coefficient \(\alpha\) is dimensionless, and it vanishes when each new species has the size of the one it replaces. To first order in the size differences it must therefore have the form

\[
\alpha=\frac{A\,(r_3-r_4)+B\,(r_V-r_O)}{l_0},\qquad l_0=r_4+r_O ,
\]

with dimensionless \(A\) and \(B\). Dimensions alone would let them depend on the ratio \(r_4/r_O\), but counting ions and balancing forces gives the pure numbers \(A=2\) and \(B=1/2\). On the usual scale of radii, the model lattice expands because the first term is positive and larger than the negative second term.

The strain is defined here at fixed temperature and zero external stress. Thermal expansion is a separate contribution.

## Counting the defects

An oxygen ion that leaves as neutral oxygen leaves two electrons behind. In this model each electron settles on one cerium ion:

\[
2\,\mathrm{Ce}^{4+}+\mathrm{O}^{2-}\rightarrow 2\,\mathrm{Ce}^{3+}+\text{vacancy}+\tfrac12\,\mathrm{O}_2 .
\]

There is one cation site per formula unit, so the Ce\(^{3+}\) fraction is \(2\delta\). There are two anion sites, so the vacancy fraction is \(\delta/2\). This factor of four between the fractions gives the cations much of their advantage.

With a cation at the origin, a neighbouring anion lies at \((a_0/4)(1,1,1)\). Contact requires \(\sqrt3\,a_0/4=l_0\), hence

\[
a_0=\frac{4l_0}{\sqrt3}.
\]

## Why the sizes average

A local change of size also displaces the neighbouring ions, so it is not obvious that a plain average of radii sets the lattice parameter. A force balance shows when it does.

Let every cation–anion contact \(b\) have the preferred length \(l_0+\Delta_b\). Let \(\mathbf n_b\) be the unit vector from cation to anion in the perfect crystal. The cell is scaled by \(1+\varepsilon\), and the ions may also move by \(\mathbf u_c\) and \(\mathbf u_a\). To first order the contact length is \((1+\varepsilon)l_0+\mathbf n_b\cdot(\mathbf u_a-\mathbf u_c)\). With the same longitudinal stiffness \(k\) for all contacts, the energy is

\[
U=\frac{k}{2}\sum_b\left\{\left[\varepsilon l_0+\mathbf n_b\cdot(\mathbf u_a-\mathbf u_c)-\Delta_b\right]^2+\tau\,|(\mathbf u_a-\mathbf u_c)_\perp|^2\right\}.
\]

The second term, with \(\tau>0\), resists sideways motion. It does not contain \(\varepsilon\), because uniform scaling moves the two ions apart along their contact. Setting \(\partial U/\partial\varepsilon=0\) and dividing by \(kl_0\) gives

\[
\sum_b\left[\varepsilon l_0+\mathbf n_b\cdot(\mathbf u_a-\mathbf u_c)-\Delta_b\right]=0 .
\]

Now collect the displacement terms ion by ion. Each anion contributes \(\mathbf u_a\cdot\sum\mathbf n_b\), summed over its four contacts. These point to the corners of a regular tetrahedron, so their sum is zero. Each cation contributes \(-\mathbf u_c\cdot\sum\mathbf n_b\), summed over eight cube diagonals, which also cancel. What remains is

\[
\varepsilon l_0=\frac{1}{N_b}\sum_b\Delta_b=\langle\Delta\rangle ,
\]

where \(N_b\) is the number of contacts. The ions do move, but their displacements drop out of this condition. The arrangement of the defects therefore has no effect on the strain at this order. This rests on equal, short-range contact springs. With unequal stiffnesses, or with long-range Coulomb forces between the charged defects, the strain does depend on where the Ce\(^{3+}\) ions sit relative to the vacancy.

A vacancy is treated here as an object of radius \(r_V\) that keeps its four contacts, with the same stiffness as all others. A fraction \(2\delta\) of all contacts involves Ce\(^{3+}\), and a fraction \(\delta/2\) involves a vacancy. Since the changes in radius add,

\[
\langle\Delta\rangle=2\delta\,(r_3-r_4)+\frac{\delta}{2}(r_V-r_O).
\]

Dividing by \(l_0\delta\) gives

\[
\boxed{\alpha=\frac{2(r_3-r_4)-\tfrac12(r_O-r_V)}{r_4+r_O}}
\]

Expansion requires a positive numerator:

\[
r_3-r_4>\frac{r_O-r_V}{4}
\quad\Longleftrightarrow\quad
r_V>r_O-4(r_3-r_4).
\]

## How large the effect is

Rough radii for ceria are \(r_4=0.097\), \(r_3=0.114\), \(r_O=0.138\) and \(r_V=0.117\) nm. They give \(l_0=0.235\) nm and \(a_0=0.5427\) nm. The coefficient is

\[
\alpha=\frac{2(0.017)-\tfrac12(0.021)}{0.235}
=0.145-0.045=0.100 .
\]

The cerium part is 3.2 times the vacancy part. The vacancy radius would have to fall to \(0.138-4(0.017)=0.070\) nm before the expansion vanished.

Take one vacancy and two Ce\(^{3+}\) ions among 32 cations, so that \(\delta=1/32=0.03125\). The strain is \(0.100\times0.03125=0.31\,\%\), and the lattice parameter grows by 0.0017 nm to 0.5444 nm.

The averaging law was tested by minimizing the linearized contact energy of this periodic cell, with \(\tau=0.2\) and the cell kept cubic. The strain was 0.3125 % both with the Ce\(^{3+}\) ions next to the vacancy and with them far away, in agreement with the formula. Two vacancies and four Ce\(^{3+}\) ions in the same cell gave 0.6250 %. Taken separately, the two Ce\(^{3+}\) ions gave \(+0.452\,\%\) and the vacancy \(-0.140\,\%\).

## What "vacancies contract the lattice" means

Taking an ion away does not by itself make the lattice contract in this model. When the four vacancy contacts are removed from the relaxed cell, the vacancy alone produces no strain, because the remaining contacts already have their preferred lengths. The contraction enters the model through \(r_V<r_O\), and that inequality needs a physical reason. The radius \(r_V\) describes the effect on the mean lattice parameter, not the local structure: in real ceria the cations next to a vacancy move away from it.

The division into two contributions also depends on the scale of radii. Add a length \(s\) to \(r_3\) and subtract \(4s\) from \(r_V\). The mean contact change becomes

\[
\langle\Delta\rangle'=\langle\Delta\rangle+2\delta s-\frac{\delta}{2}(4s)=\langle\Delta\rangle .
\]

In this model the lattice parameter cannot detect this shift if it is applied to all trivalent cations and if vacancies alone balance their charge, since each vacancy is then accompanied by two of them. With \(s=-0.00525\) nm, for example, the vacancy has the radius of an oxygen ion and causes no contraction, while \(r_3\) becomes 0.10875 nm and \(\alpha\) is still 0.100. The sum is measurable. The separate terms acquire values once the radius of Ce\(^{3+}\) has been taken from elsewhere, such as a general table of ionic radii.

## Where the two signs come from

A small electrostatic model gives a reason for both signs on the usual scale. Consider a cation of charge \(Z\) with eight ligands along the cube diagonals. Each O\(^{2-}\) is shared by four cations, so each ligand is given the charge \(-q\) with \(q=1/2\). In Hartree atomic units, with all ligands at distance \(r\), the energy per ligand is

\[
\frac{E}{8}=-\frac{C}{r}+D\,e^{-(r-l_0)/\rho},\qquad C=Zq-\frac{q^2s_8}{2}.
\]

Here \(D\) and \(\rho\) are the strength and range of the short-range repulsion. The number \(s_8\) is the sum of \(r/r_{ij}\) from one ligand to the other seven: three along cube edges, three across faces and one through the centre. Thus

\[
s_8=3\cdot\frac{\sqrt3}{2}+3\cdot\frac{\sqrt6}{4}+\frac12\approx4.94 ,
\]

and the factor \(1/2\) in \(C\) prevents double counting of pairs. Setting \(dE/dr=0\) gives

\[
\frac{C}{r^2}=\frac{D}{\rho}\,e^{-(r-l_0)/\rho}.
\]

Let \(C\) change to \(C'\), with \(D\) and \(\rho\) fixed. Taking logarithms of the two balance conditions and expanding in the small shift \(\Delta r\) from \(l_0\) gives

\[
\ln\frac{C'}{C}-\frac{2\Delta r}{l_0}=-\frac{\Delta r}{\rho}
\quad\Longrightarrow\quad
\Delta r=-\frac{\ln(C'/C)}{1/\rho-2/l_0}.
\]

The denominator is positive for a short-range repulsion with \(\rho<l_0/2\), so weaker net attraction means longer bonds.

- **Reduced cation.** Going from \(Z=4\) to \(Z=3\) lowers \(C\) from \(2-s_8/8\approx1.38\) to \(1.5-s_8/8\approx0.88\). The bonds lengthen.
- **Missing ligand.** The eight ligands have a total pair sum of \(4s_8\). Removing one takes away \(s_8\) and leaves \(3s_8\) for seven ligands. The average coefficient rises to \(2-3s_8/28\approx1.47\), because less repulsion between ligands remains. The bonds shorten.

For \(\rho=0.030\) nm, numerical minimization with a separate distance for each ligand gives \(+0.0179\) nm for the reduced cation and a mean change \(d=-0.0025\) nm for the seven remaining bonds.

To express \(d\) as a vacancy radius, note that each vacancy affects four cations, each with seven of its eight bonds left. The averaging law needs all contacts, so assume that the vacancy's own four contacts are kept with unchanged preferred length while the other seven on each cation change by \(d\) on average. Equating the mean contact change to that of a vacancy of radius \(r_V\) gives, to first order in \(\delta\),

\[
4\delta\cdot\frac78\,d=\frac{\delta}{2}(r_V-r_O)
\quad\Longrightarrow\quad r_V=r_O+7d .
\]

This gives \(r_V\approx0.121\) nm and \(\alpha\approx0.115\). For \(\rho=0.025\) and 0.035 nm, \(\alpha\) is 0.091 and 0.141. The size of the effect thus depends on the chosen range, but its sign is the same in all three cases. The model holds the ligand directions and charges fixed and omits the rest of the crystal and its polarization, so it supports the mechanism better than it supports the numbers. The assigned ligand charge matters as much as the range: for \(\rho=0.030\) nm, \(q\) from 0.25 to 1 moves \(\alpha\) from 0.10 to 0.23, with unchanged signs. The model also gives Ce\(^{3+}\) the same \(D\) and \(\rho\) as Ce\(^{4+}\). It thus shows that the lower charge is enough to lengthen the bonds, not that it is the only cause in ceria, where the added 4f electron also changes the short-range repulsion. Its contraction is an estimate of the one already contained in \(r_V\) and must not be added to it.

## How far the number can be trusted

The radii are one large source of uncertainty. An error of up to 0.002 nm in each of them, with the least favourable signs, moves \(\alpha\) between 0.056 and 0.145. The sign survives, but a second significant digit in a predicted \(\alpha\) has little meaning.

The equal stiffness of all contacts is also an assumption. In the example cell, with the Ce\(^{3+}\) ions far from the vacancy, halving the stiffness of the vacancy contacts raises the total strain from 0.31 % to 0.37 %. Doubling it lowers the strain to 0.25 %. These are changes of about one fifth relative to the formula. The Ce\(^{3+}\) contacts matter more: halving their stiffness lowers the strain to 0.21 % and doubling it raises the strain to 0.40 %. All these figures are for \(\tau=0.2\) and depend on it. Halving the Ce\(^{3+}\) stiffness lowers the strain by 17 % for \(\tau=0.05\) and by 57 % for \(\tau=1\).

The averaging law is linear in the size differences. When true distances replace linearized ones, the strain of the same cell is 0.292 %, which is 6.4 % below the formula. This figure depends on the model settings: it is 13 % for \(\tau=0.05\) and about 1 % for \(\tau=1\). At \(\tau=0.2\) it becomes 5.2 % with the Ce\(^{3+}\) ions next to the vacancy and 6.8 % in a cell of 108 cations. With all size differences reduced tenfold, the deviation is 0.63 %. This proportional fall is what a second-order correction to the strain should show.

The model leaves out ordered vacancy phases and changes of crystal structure. It should not be extended to strongly reduced ceria, where the defects are no longer dilute.

## Real ceria and real devices

A \(\delta\) of a few hundredths is within reach of ceria at high temperature and low oxygen pressure, and the measured expansion coefficient is roughly 0.1. The agreement is not independent evidence for the model, because effective vacancy radii are inferred from lattice parameters of ceria-based solid solutions. A device that clamps the oxide breaks the assumption of zero stress. Consider a film held by a thick, rigid substrate, with isotropic elasticity and no stress relief. Its in-plane strain is zero, so reduction produces an elastic in-plane strain \(-\varepsilon\). The free surface then adds \(2\nu\varepsilon/(1-\nu)\) to the out-of-plane strain, where \(\nu\) is Poisson's ratio, and the total is

\[
\varepsilon_\perp=\varepsilon+\frac{2\nu}{1-\nu}\,\varepsilon=\frac{1+\nu}{1-\nu}\,\varepsilon .
\]

For a rough \(\nu=0.3\) the factor is about 1.9, and the 0.31 % of the example becomes about 0.6 %. Ceria is elastically anisotropic, however, so the factor for an oriented film depends on its orientation: the rough elastic constants \(C_{11}=403\), \(C_{12}=105\) and \(C_{44}=60\) GPa give about 1.5 for a (001) film and 2.2 for a (111) film. An out-of-plane lattice parameter read as if the film were free would overstate \(\alpha\) by the factor for that orientation.

## What to do about it

**Budget the change in composition.** For a free body, a permitted chemical strain \(\varepsilon_{\max}\) allows a change \(\varepsilon_{\max}/\alpha\) in \(\delta\). With \(\alpha\approx0.1\), a limit of 0.1 % corresponds to \(\delta\approx0.01\). In a membrane with different gases on its two sides, the difference in \(\delta\) across the thickness produces the mismatch.

**Separate chemical from thermal strain.** With a rough thermal coefficient of \(12\times10^{-6}\) K\(^{-1}\), heating from 300 to 1200 K gives 1.08 %, more than three times the chemical strain of the example. Measure \(\alpha\) by changing the oxygen pressure at constant temperature and waiting for equilibrium.

**Do not expect a size-matched dopant to stop expansion on reduction.** For a trivalent dopant of radius \(r_M\), charge balance again requires one vacancy per two dopant ions, so the same formula holds with \(r_3\) replaced by \(r_M\). Doping causes no strain when

\[
r_M=r_4+\frac{r_O-r_V}{4}=0.097+\frac{0.021}{4}\approx0.102\ \text{nm}.
\]

A smaller dopant contracts the lattice and a larger one expands it. This choice can match the doped oxide to undoped ceria. Later reduction still creates two Ce\(^{3+}\) ions per new vacancy, and in this model, at low dopant content, its coefficient stays close to 0.1. Within the model, limiting that expansion means limiting the change in \(\delta\), through the temperature, the oxygen pressure or a less reducible composition.

The values computed by the program are in the numerical output below.

## Calculated quantities

```
radius Ce4+ (rough)              0.097 nm
radius Ce3+ (rough)              0.114 nm
radius O2- (rough)               0.138 nm
radius vacancy (rough)           0.117 nm
contact length l0                0.235 nm
delta (1 vacancy, 32 Ce)         0.03125
Ce3+ fraction of cations         0.0625
vacancy fraction of anion sites  0.01562
lattice parameter, CeO2          0.54271 nm
lattice parameter, reduced       0.54441 nm
alpha, Ce3+ part                 +0.1447
alpha, vacancy part              -0.0447
alpha, total                     +0.1000
ratio Ce3+ part / vacancy part   3.24
strain, formula                  0.3125 %
strain, relaxed, Ce3+ near       0.3125 %
strain, relaxed, Ce3+ far        0.3125 %
strain, relaxed, Ce3+ alone      +0.4521 %
strain, relaxed, vacancy alone   -0.1396 %
strain, two vacancies, four Ce3+ 0.6250 %
radius shift s in scale test     0.004 nm
strain after shift of scale      0.3125 %
vacancy radius for zero strain   0.070 nm
dopant radius for zero strain    0.10225 nm
transverse/longitudinal stiffness 0.2
strain, true distances           0.2924 %
deviation from formula           -6.42 %
deviation, mismatches x 0.1      -0.63 %
vacancy contact stiffness: vacancy-only strain, total strain
  x 0.0: -0.0000 %, +0.4545 %
  x 0.5: -0.0857 %, +0.3673 %
  x 1.0: -0.1396 %, +0.3125 %
  x 2.0: -0.2036 %, +0.2474 %
ligand model: range; Ce3+ growth; 7-bond change; rV; alpha
  0.025; +0.0141; -0.0020; 0.1243 nm; +0.091
  0.030; +0.0179; -0.0025; 0.1206 nm; +0.115
  0.035; +0.0220; -0.0031; 0.1164 nm; +0.141
assumed error of each radius     0.002 nm
alpha range from that error      0.056 to 0.145
thermal coefficient (rough)      1.2e-05 1/K
thermal strain 300 to 1200 K     1.08 %
```
